# Inverse participation ratios of random vectors and disordered supercell states: test program

```python
"""Inverse participation ratio (IPR) of random unit vectors.
Result under test: for P = sum_i |psi_i|^4 and psi uniform on the unit sphere,
    mean P = 3/(N+2) for real psi,   mean P = 2/(N+1) for complex psi.
N: number of components (sites); N*P = 1 only for equal weights on all sites.
The values describe fully mixed states, not every extended disordered state.
Example: cubic one-orbital supercells with random site energies.
a: site spacing, m*: effective mass, t = hbar^2/(2 m* a^2): hopping energy,
W: full width of the box distribution of site energies.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad

rng = np.random.default_rng(20)


def mean_real(n):
    return 3 / (n + 2)


def mean_complex(n):
    return 2 / (n + 1)


def var_real(n):
    return 24 * (n - 1) / ((n + 2)**2 * (n + 4) * (n + 6))


def var_complex(n):
    return 4 * (n - 1) / ((n + 1)**2 * (n + 2) * (n + 3))


def ipr_rows(vectors):
    weight = np.abs(vectors)**2
    weight = weight / weight.sum(axis=1, keepdims=True)
    return (weight**2).sum(axis=1)


# ---- direct integration over small spheres --------------------------------
def sphere_ipr(theta, phi):
    x = np.sin(theta) * np.cos(phi)
    y = np.sin(theta) * np.sin(phi)
    return x**4 + y**4 + np.cos(theta)**4


def sphere_moment(power):
    value = dblquad(lambda th, ph: sphere_ipr(th, ph)**power * np.sin(th),
                    0, 2 * np.pi, 0, np.pi)[0]
    return value / (4 * np.pi)


def qubit_moment(power):
    return quad(lambda th: (np.cos(th / 2)**4 + np.sin(th / 2)**4)**power
                * np.sin(th) / 2, 0, np.pi)[0]


real3, real3_sq = sphere_moment(1), sphere_moment(2)
comp2, comp2_sq = qubit_moment(1), qubit_moment(2)
assert abs(real3 - mean_real(3)) < 1e-8
assert abs(real3_sq - real3**2 - var_real(3)) < 1e-8
assert abs(comp2 - mean_complex(2)) < 1e-10
assert abs(comp2_sq - comp2**2 - var_complex(2)) < 1e-10

# ---- large N: integrate the distribution of one component ------------------
n_big = 1000


def real_density(x):
    return (1 - x * x)**((n_big - 3) / 2)


def complex_density(p):
    return (1 - p)**(n_big - 2)


# the omitted tails are smaller than 1e-30
real_big = (n_big * quad(lambda x: x**4 * real_density(x), 0, 0.4,
                         epsabs=0, epsrel=1e-10, limit=200)[0]
            / quad(real_density, 0, 0.4, epsabs=0, epsrel=1e-10,
                   limit=200)[0])
comp_big = (n_big * quad(lambda p: p**2 * complex_density(p), 0, 0.1,
                         epsabs=0, epsrel=1e-10, limit=200)[0]
            / quad(complex_density, 0, 0.1, epsabs=0, epsrel=1e-10,
                   limit=200)[0])
assert abs(real_big / mean_real(n_big) - 1) < 1e-7
assert abs(comp_big / mean_complex(n_big) - 1) < 1e-7

# ---- length and direction: independent for Gaussians, not for a cube -------
gauss = rng.normal(size=(200000, 2))
cube = rng.uniform(-1, 1, size=(200000, 2))
corr_gauss = np.corrcoef((gauss**2).sum(axis=1), ipr_rows(gauss))[0, 1]
corr_cube = np.corrcoef((cube**2).sum(axis=1), ipr_rows(cube))[0, 1]
assert abs(corr_gauss) < 0.012      # about five sampling errors
assert corr_cube < -0.1

# ---- sampled variances at N = 100 ------------------------------------------
n_var = 100
sample_r = rng.normal(size=(20000, n_var))
sample_c = sample_r + 1j * rng.normal(size=(20000, n_var))
ratio_var_r = ipr_rows(sample_r).var() / var_real(n_var)
ratio_var_c = ipr_rows(sample_c).var() / var_complex(n_var)
assert abs(ratio_var_r - 1) < 0.12
assert abs(ratio_var_c - 1) < 0.12

# ---- eigenvectors of invariant random matrices -----------------------------
n_mat = 200
matrix_real, matrix_complex = [], []
for _ in range(10):
    a_mat = rng.normal(size=(n_mat, n_mat))
    b_mat = rng.normal(size=(n_mat, n_mat))
    c_mat = a_mat + 1j * b_mat
    vec_r = np.linalg.eigh(a_mat + a_mat.T)[1]
    vec_c = np.linalg.eigh(c_mat + c_mat.conj().T)[1]
    matrix_real.append(n_mat * ipr_rows(vec_r.T).mean())
    matrix_complex.append(n_mat * ipr_rows(vec_c.T).mean())
goe, gue = np.mean(matrix_real), np.mean(matrix_complex)
assert abs(goe - n_mat * mean_real(n_mat)) < 0.05
assert abs(gue - n_mat * mean_complex(n_mat)) < 0.02


# ---- supercell model, energies in units of t -------------------------------
def supercell(onsite, twist=0.0, bond_spread=0.0, generator=None):
    """Periodic cube; twist is the total Bloch phase along each edge."""
    size = onsite.shape[0]
    count = size**3
    index = np.arange(count).reshape(onsite.shape)
    ham = np.zeros((count, count), dtype=complex if twist else float)
    phase = np.exp(1j * twist / size) if twist else 1.0
    for axis in range(3):
        neighbour = np.roll(index, -1, axis=axis).ravel()
        bond = np.ones(count)
        if bond_spread:
            bond += bond_spread * generator.uniform(-1, 1, count)
        ham[index.ravel(), neighbour] -= bond * phase
    ham = ham + ham.conj().T
    ham[np.diag_indices(count)] += onsite.ravel()
    return ham


def participation(ham):
    """N*P averaged over the middle tenth of the band, and of lowest state."""
    count = len(ham)
    vectors = np.linalg.eigh(ham)[1]
    scaled = count * (np.abs(vectors)**4).sum(axis=0)
    half = count // 20
    middle = scaled[count // 2 - half:count // 2 + half].mean()
    return middle, scaled[0]


def clean_band(size):
    """Clean band energy above its minimum on the allowed wave vectors."""
    cosine = np.cos(2 * np.pi * np.arange(size) / size)
    return 2 * (3 - cosine[:, None, None] - cosine[None, :, None]
                - cosine[None, None, :])


def first_order_ipr(onsite):
    energy = clean_band(onsite.shape[0])
    energy[0, 0, 0] = np.inf
    delta = np.fft.ifftn(-np.fft.fftn(onsite) / energy).real
    return 1 + 4 * np.mean(delta**2)


def inverse_square_sum(size):
    energy = clean_band(size)
    energy[0, 0, 0] = np.inf
    return np.mean(1 / energy**2)


# rough example parameters
spacing_nm, mass_ratio, width_ev = 0.35, 0.30, 2.5
mass = mass_ratio * const.m_e
hop_ev = const.hbar**2 / (2 * mass * (spacing_nm * 1e-9)**2) / const.e
width = width_ev / hop_ev

# effective mass from the curvature of the diagonalized clean band
twist_small = 0.1
flat = np.zeros((4, 4, 4))
rise = (np.linalg.eigvalsh(supercell(flat, twist_small))[0]
        - np.linalg.eigvalsh(supercell(flat))[0]) * hop_ev * const.e
k_squared = 3 * (twist_small / (4 * spacing_nm * 1e-9))**2
mass_from_band = const.hbar**2 * k_squared / (2 * rise) / const.m_e
assert abs(mass_from_band / mass_ratio - 1) < 1e-3

# a disordered Hamiltonian with an exactly uniform eigenstate
network = supercell(np.zeros((6, 6, 6)), bond_spread=0.5, generator=rng)
network -= np.diag(network.sum(axis=1))
uniform_state = participation(network)[1]
assert abs(uniform_state - 1) < 1e-9

# first-order formula for the lowest state, tested at weak disorder
weak = 0.1 * rng.uniform(-0.5, 0.5, (8, 8, 8))
weak_exact = participation(supercell(weak))[1] - 1
weak_formula = first_order_ipr(weak) - 1
assert abs(weak_exact / weak_formula - 1) < 0.1

# supercells at Gamma (real) and at a generic k point (complex)
generic_twist = np.pi / 2
results = {}
for size, repeats in ((8, 6), (10, 3)):
    rows = []
    for _ in range(repeats):
        site = width * rng.uniform(-0.5, 0.5, (size,) * 3)
        mid_gamma, low_gamma = participation(supercell(site))
        mid_generic = participation(supercell(site, generic_twist))[0]
        rows.append((mid_gamma, mid_generic, low_gamma,
                     first_order_ipr(site)))
    results[size] = np.mean(rows, axis=0)
mid_g, mid_k, low_g, low_pt = results[10]
sites = 10**3
assert abs(mid_g / (sites * mean_real(sites)) - 1) < 0.2
assert abs(mid_k / (sites * mean_complex(sites)) - 1) < 0.2
assert abs(mid_g / mid_k - 1.5) < 0.2
assert 1 < low_g < 2
assert abs(results[8][0] - mid_g) < 0.4
assert abs(results[8][1] - mid_k) < 0.3

# growth of the lowest-state correction with cell edge
growth = inverse_square_sum(40) / inverse_square_sum(20)
assert abs(growth - 2) < 0.2
slope = (inverse_square_sum(40) - inverse_square_sum(20)) / 20
offset = inverse_square_sum(40) - 40 * slope
edge_fail = (0.25 / (width**2 / 12) - offset) / slope

# neglected effects, same site energies within each comparison
neglect = []
for _ in range(4):
    site = width * rng.uniform(-0.5, 0.5, (8, 8, 8))
    smooth = site.copy()
    for axis in range(3):
        smooth += np.roll(site, 1, axis) + np.roll(site, -1, axis)
    smooth /= np.sqrt(7)            # keeps the single-site variance
    neglect.append(participation(supercell(site))
                   + participation(supercell(site, bond_spread=0.2,
                                             generator=rng))
                   + participation(supercell(smooth)))
base_mid, base_low, bond_mid, bond_low, corr_mid, corr_low = np.mean(
    neglect, axis=0)
thermal_ev = const.k * 300 / const.e
gap_ev = np.sort(clean_band(10).ravel())[1] * hop_ev
lost_norm = 0.2

# ---- printed numbers -------------------------------------------------------
print(f"Sphere integral, real N=3: mean P = {real3:.6f}")
print(f"Sphere integral, complex N=2: mean P = {comp2:.6f}")
print(f"Variance of P, real N=3: {real3_sq - real3**2:.6f}")
print(f"Variance of P, complex N=2: {comp2_sq - comp2**2:.6f}")
print(f"Integral, real N={n_big}: mean P = {real_big:.8f}")
print(f"Integral, complex N={n_big}: mean P = {comp_big:.8f}")
print(f"Uniform weights, N={n_big}: P = {1 / n_big:.8f}")
print(f"Length-IPR correlation, Gaussian N=2: {corr_gauss:.4f}")
print(f"Length-IPR correlation, cube N=2: {corr_cube:.4f}")
print(f"Sampled/formula variance, real N={n_var}: {ratio_var_r:.3f}")
print(f"Sampled/formula variance, complex N={n_var}: {ratio_var_c:.3f}")
print(f"Random real matrices N={n_mat}: N*P = {goe:.4f}")
print(f"  formula: {n_mat * mean_real(n_mat):.4f}")
print(f"Random complex matrices N={n_mat}: N*P = {gue:.4f}")
print(f"  formula: {n_mat * mean_complex(n_mat):.4f}")
for name, mean, var in (("real", mean_real, var_real),
                        ("complex", mean_complex, var_complex)):
    centre = n_big * mean(n_big)
    spread = n_big * np.sqrt(var(n_big))
    bound = (spread / (centre - 1.5))**2
    print(f"N={n_big} {name}: N*P mean {centre:.4f}, std {spread:.4f}")
    print(f"  Chebyshev bound on chance of N*P <= 1.5: {bound:.4f}")
print(f"Zero-row-sum random network, lowest state: N*P = {uniform_state:.6f}")
print(f"Site spacing: {spacing_nm:.2f} nm")
print(f"Effective mass: {mass_ratio:.2f} m_e")
print(f"Mass from band curvature: {mass_from_band:.4f} m_e")
print(f"Hopping t: {hop_ev:.4f} eV")
print(f"Disorder width W: {width_ev:.2f} eV; W/t = {width:.3f}")
print(f"Cell edge, 10 sites: {10 * spacing_nm:.2f} nm")
print(f"Bloch phase per edge at generic k: {generic_twist:.4f} rad")
for size in (8, 10):
    gamma, generic, lowest, formula = results[size]
    print(f"Cell {size}^3, mid-band, Gamma: N*P = {gamma:.3f}")
    print(f"Cell {size}^3, mid-band, generic k: N*P = {generic:.3f}")
    print(f"Cell {size}^3, lowest state, Gamma: N*P = {lowest:.3f}")
    print(f"  first-order formula: {formula:.3f}")
print(f"Shift 8^3 to 10^3, mid-band Gamma: {mid_g - results[8][0]:+.3f}")
print(f"Shift 8^3 to 10^3, mid-band generic: {mid_k - results[8][1]:+.3f}")
print(f"Shift 8^3 to 10^3, lowest state: {low_g - results[8][2]:+.3f}")
print(f"Mid-band ratio Gamma/generic, 10^3: {mid_g / mid_k:.3f}")
print(f"Weak disorder W=0.1t: N*P-1 = {weak_exact:.3e}")
print(f"  first-order formula: {weak_formula:.3e}")
print(f"Correction growth, edge 20 to 40 sites: factor {growth:.3f}")
print(f"Edge where mean correction is 1: {edge_fail * spacing_nm:.1f} nm")
print(f"Neglect test 8^3, base: mid {base_mid:.3f}, low {base_low:.3f}")
print(f"  hopping +-20%: mid {bond_mid:.3f}, low {bond_low:.3f}")
print(f"  correlated sites: mid {corr_mid:.3f}, low {corr_low:.3f}")
print(f"Thermal energy at 300 K: {thermal_ev:.4f} eV")
print(f"First level gap, clean 10^3 cell: {gap_ev:.4f} eV")
print(f"Raw P factor if {lost_norm:.0%} of norm is lost: "
      f"{(1 - lost_norm)**2:.2f}")
print("all good")
```

Output:

```
Sphere integral, real N=3: mean P = 0.600000
Sphere integral, complex N=2: mean P = 0.666667
Variance of P, real N=3: 0.030476
Variance of P, complex N=2: 0.022222
Integral, real N=1000: mean P = 0.00299401
Integral, complex N=1000: mean P = 0.00199800
Uniform weights, N=1000: P = 0.00100000
Length-IPR correlation, Gaussian N=2: 0.0031
Length-IPR correlation, cube N=2: -0.3252
Sampled/formula variance, real N=100: 1.001
Sampled/formula variance, complex N=100: 1.000
Random real matrices N=200: N*P = 2.9728
  formula: 2.9703
Random complex matrices N=200: N*P = 1.9809
  formula: 1.9900
N=1000 real: N*P mean 2.9940, std 0.1538
  Chebyshev bound on chance of N*P <= 1.5: 0.0106
N=1000 complex: N*P mean 1.9980, std 0.0630
  Chebyshev bound on chance of N*P <= 1.5: 0.0160
Zero-row-sum random network, lowest state: N*P = 1.000000
Site spacing: 0.35 nm
Effective mass: 0.30 m_e
Mass from band curvature: 0.3000 m_e
Hopping t: 1.0367 eV
Disorder width W: 2.50 eV; W/t = 2.411
Cell edge, 10 sites: 3.50 nm
Bloch phase per edge at generic k: 1.5708 rad
Cell 8^3, mid-band, Gamma: N*P = 3.176
Cell 8^3, mid-band, generic k: N*P = 2.010
Cell 8^3, lowest state, Gamma: N*P = 1.216
  first-order formula: 1.193
Cell 10^3, mid-band, Gamma: N*P = 3.073
Cell 10^3, mid-band, generic k: N*P = 2.005
Cell 10^3, lowest state, Gamma: N*P = 1.380
  first-order formula: 1.254
Shift 8^3 to 10^3, mid-band Gamma: -0.103
Shift 8^3 to 10^3, mid-band generic: -0.005
Shift 8^3 to 10^3, lowest state: +0.164
Mid-band ratio Gamma/generic, 10^3: 1.533
Weak disorder W=0.1t: N*P-1 = 3.675e-04
  first-order formula: 3.668e-04
Correction growth, edge 20 to 40 sites: factor 1.951
Edge where mean correction is 1: 16.6 nm
Neglect test 8^3, base: mid 3.200, low 1.240
  hopping +-20%: mid 3.133, low 1.271
  correlated sites: mid 3.196, low 2.527
Thermal energy at 300 K: 0.0259 eV
First level gap, clean 10^3 cell: 0.3960 eV
Raw P factor if 20% of norm is lost: 0.64
all good
```
